# How Slowly Do Two Moments Rotate into Alignment during Self-Consistency?

**Question.** A noncollinear mean-field calculation contains two atoms with well-formed magnetic moments. The sizes of the moments settle within a few iterations, but the angle between them hardly moves. Which energies set the rate at which the angle converges, and how many iterations of linear mixing are needed when the interatomic coupling is 1, 10 or 100 meV?

**Answer.** The rate is set by a ratio: the interatomic exchange energy divided by the Stoner energy of one atom. In a gapped two-atom model with one exchange field per atom, a Stoner energy near 1 eV and a mixing parameter of 0.5, reducing a small angular error by a factor $10^4$ takes about 18 400, 1820 and 160 iterations for the three couplings. The derivation follows, and then what the ratio implies for stopping criteria and for cures.

## The model and its iteration

Let $\boldsymbol\sigma_i$ be the Pauli spin operator on atom $i$, summed over its orbitals, and let $\mathbf m_i=\langle\boldsymbol\sigma_i\rangle$ be the moment in Bohr magnetons, with $g=2$. The mean-field energy is

$$E=\langle H_0\rangle-\sum_i\frac{I_i}{4}\,|\mathbf m_i|^2 ,$$

where $I_i$ is the Stoner parameter. The part $H_0$ is real and independent of spin, so there is no spin–orbit coupling. Since $\partial E/\partial\mathbf m_i$ at fixed $\langle H_0\rangle$ is $-I_i\mathbf m_i/2$, the electrons move in

$$H=H_0-\sum_i\mathbf h_i\cdot\boldsymbol\sigma_i,\qquad \mathbf h_i=\frac{I_i}{2}\,\mathbf m_i .$$

Input moments give fields, and the ground state of $H$ at fixed electron number gives output moments. Call this map $F$. Linear mixing replaces $\mathbf m$ by $\mathbf m+\alpha[F(\mathbf m)-\mathbf m]$. Near a self-consistent state a small error $\delta\mathbf m$ therefore becomes

$$\delta\mathbf m\;\to\;\left[1-\alpha(1-F')\right]\delta\mathbf m .$$

An error along an eigenvector of $1-F'$ with eigenvalue $\varepsilon$ is multiplied by $1-\alpha\varepsilon$ in each step. A small $\varepsilon$ means a slow mode.

Take a collinear self-consistent state, parallel or antiparallel along $z$, with a gap between filled and empty levels. A small transverse field changes $S_z$ by one unit, so to first order it cannot change the charges or the $z$ components, which conserve $S_z$. Conversely, changes of charge or moment size produce no transverse moment. Because $H_0$ is real, a field along $x$ keeps the Hamiltonian real and produces no moment along $y$. Rotations in the $xz$ plane thus form a closed problem with two variables, the angles $\theta_1$ and $\theta_2$. Making the charge self-consistent as well adds no coupling to these angles, so the formula derived below keeps its form. For unequal atoms it does shift the self-consistent state, and with it the energies that enter the formula and the value of the eigenvalue.

## From a torque to an eigenvalue

Let $W$ be the band energy, the sum of occupied eigenvalues of $H$. The Hellmann–Feynman theorem gives

$$\frac{\partial W}{\partial\mathbf h_i}=-\mathbf m_i^{\rm out}.$$

Now turn the input field at fixed length, $\mathbf h_i=h_i(\sin\theta_i,0,\cos\theta_i)$. Its derivative is $h_i\mathbf e_i$, where $\mathbf e_i=(\cos\theta_i,0,-\sin\theta_i)$ is the unit vector towards increasing $\theta_i$. Hence

$$\frac{\partial W}{\partial\theta_i}=-h_i\,\mathbf m_i^{\rm out}\cdot\mathbf e_i
\quad\Longrightarrow\quad
m_{i,\perp}^{\rm out}=-\frac{1}{h_i}\frac{\partial W}{\partial\theta_i}.$$

The input moment points along $\mathbf h_i$ and has no component along $\mathbf e_i$. To first order the output moment is therefore turned relative to the input by

$$\delta_i=\frac{m_{i,\perp}^{\rm out}}{m_i}=-\frac{1}{h_im_i}\frac{\partial W}{\partial\theta_i}.$$

With $h_i=I_im_i/2$ the denominator is $h_im_i=I_im_i^2/2=2E_i$, where

$$E_i=\frac{I_im_i^2}{4}$$

is the Stoner energy of atom $i$, the exchange energy it gains by having its moment. This denominator is the reason for the slow convergence. The atom's own field holds its moment, and the neighbour's torque can turn the output only by the ratio of the two energies.

Since $H_0$ does not depend on spin, $W$ depends on $\theta_1-\theta_2$ alone. Let $\varphi$ be the deviation of this difference from its collinear value, $0$ or $\pi$, and define the curvature $K$ by $W=W_0+K\varphi^2/2$. Then

$$\frac{\partial W}{\partial\theta_1}=K\varphi,\qquad \frac{\partial W}{\partial\theta_2}=-K\varphi,\qquad
\delta_1=-\frac{K\varphi}{2E_1},\qquad \delta_2=+\frac{K\varphi}{2E_2}.$$

The output deviation differs from the input deviation by $\delta_1-\delta_2=-\varepsilon\varphi$, with

$$\boxed{\;\varepsilon=\frac K2\left(\frac1{E_1}+\frac1{E_2}\right)\;},\qquad
\varepsilon=\frac{K}{E_S}\ \text{ for equal atoms, } E_1=E_2=E_S .$$

The other eigenvalue in this plane is zero. It belongs to the common rotation $\delta\theta_1=\delta\theta_2$, which costs no energy and needs no convergence.

If the coupling has the form $W=-J\cos(\theta_1-\theta_2)$, then $K=|J|$ at the stable alignment, and parallel and antiparallel states differ by $2|J|$ in band energy. A Heisenberg constant defined with spin operators, or with each pair counted twice, must first be converted to this curvature.

The formula was tested against a finite-difference Jacobian of all six moment components. For two unequal atoms with a site-energy offset, $K=49.60$ meV and both routes give $\varepsilon=0.04315$. For a stable parallel state, $K=46.78$ meV and both give $0.08317$. If one Stoner energy is much the smaller, its term dominates: the atom with the smaller Stoner energy does most of the turning.

## The sign, and a state that only looks converged

At the wrong alignment $K<0$ and $\varepsilon<0$, so the deviation grows by $1+\alpha|\varepsilon|$ per step. The third test case is of this kind: a parallel state with $K=-70.28$ meV and $\varepsilon=-0.07028$. With $\alpha=0.5$ the growth factor is $1.035$, and a deviation needs $\ln 10^4/\ln1.035\approx270$ steps to grow by $10^4$. A calculation started very close to the wrong alignment can meet a residual criterion long before it leaves. One started with perfectly collinear moments has no torque at all, and in exact arithmetic it stays there.

## Which exchange energy is meant?

$K$ is a curvature of the band energy with the directions of the *fields* prescribed. One may prefer the total energy $E$ with the directions of the *moments* prescribed. For equal atoms the two are simply related. Write $\langle H_0\rangle=W+\sum_i\mathbf h_i\cdot\mathbf m_i$, where $\mathbf m_i$ is now the output of the fields $\mathbf h_i$. Using $dW=-\sum_i\mathbf m_i\cdot d\mathbf h_i$,

$$d\langle H_0\rangle=\sum_i\mathbf h_i\cdot d\mathbf m_i,\qquad
dE=\sum_i\left(\mathbf h_i-\frac{I}{2}\mathbf m_i\right)\cdot d\mathbf m_i .$$

Tilt the fields oppositely by $\varphi_h/2$ each. The moments tilt by $\varphi_m/2$, with $\varphi_m=(1-\varepsilon)\varphi_h$. On each atom the transverse part of the bracket is $h(\varphi_h-\varphi_m)/2$, and the transverse $dm$ is $m\,d\varphi_m/2$. The longitudinal parts contribute only at fourth order in the angle to $E$. Adding both atoms and using $hm/2=E_S$,

$$\frac{dE}{d\varphi_m}=\frac{hm}{2}(\varphi_h-\varphi_m)=E_S\,\frac{\varepsilon}{1-\varepsilon}\,\varphi_m=\frac{K}{1-\varepsilon}\,\varphi_m .$$

The total-energy curvature is $K_{\rm tot}=K/(1-\varepsilon)$. For well-formed moments, $K\ll E_S$, the distinction is a small correction: $K=10$ meV corresponds to 10.1 meV, and $K=100$ meV to 113 meV in the example below.

## A microscopic case worked through

Let each atom have $N$ orbitals, half filled, each coupled by a hopping $-t$ to its partner on the other atom. For one orbital pair let $\tau$ be the Pauli matrices acting on the atom index. With fields of length $h$ at relative angle $\theta$, and $c=\cos(\theta/2)$, $s=\sin(\theta/2)$,

$$H=-t\,\tau_x-hc\,\sigma_z-hs\,\tau_z\sigma_x .$$

The third term anticommutes with the other two, which commute with each other. Squaring gives

$$H^2=R^2+2thc\,\tau_x\sigma_z,\qquad R^2=t^2+h^2 .$$

The operator $\tau_x\sigma_z$ commutes with $H$ and has eigenvalues $\pm1$. In each of its two sectors $H$ has zero trace, so the levels come in pairs $\pm\sqrt{R^2+2thc}$ and $\pm\sqrt{R^2-2thc}$. Filling the negative ones,

$$W=-N\left[\sqrt{R^2+2thc}+\sqrt{R^2-2thc}\right].$$

With $x=2thc$, the expansion $\sqrt{R^2\pm x}\approx R\pm x/2R-x^2/8R^3$ gives

$$W\approx-2NR+\frac{Nx^2}{4R^3}=-2NR+\frac{Nt^2h^2}{R^3}\,c^2 .$$

Near the antiparallel state $\theta=\pi+\varphi$ and $c^2\approx\varphi^2/4$, so

$$K=\frac{Nt^2h^2}{2R^3}>0 .$$

The curvature is positive because virtual hopping favours antiparallel moments.

At $\theta=\pi$ the band energy is $-2N\sqrt{t^2+h^2}$. Its derivative with respect to the common field length is $-2m$, hence $m=Nh/R$. Self-consistency, $h=Im/2=INh/2R$, requires $R=NI/2$. Then

$$E_S=\frac{I}{4}\frac{N^2h^2}{R^2}=\frac{Nh^2}{2R},\qquad
\varepsilon=\frac{K}{E_S}=\frac{t^2}{R^2}=\frac{4t^2}{N^2I^2}.$$

Also $m^2=N^2h^2/R^2=N^2(1-\varepsilon)$: in this model the same number measures how far the moment falls short of saturation.

This shows where the slow rotation ends. As $t$ approaches $R$ the moment collapses. Both $K$ and $E_S$ vanish, but their ratio tends to one, and rotation becomes fast. The slow mode is then a common change of both moment sizes. For equal changes of both field lengths, $dm/dh=Nt^2/R^3$, so the corresponding eigenvalue is

$$1-\frac I2\frac{Nt^2}{R^3}=1-\frac{t^2}{R^2}=1-\varepsilon ,$$

which tends to zero at the collapse. In this half-filled model, well-formed moments have a slow relative angle and a fast common size, and barely formed ones have the reverse; the limit $\varepsilon\to1$ at the collapse has been derived for this model only.

## Counting iterations

To reduce a small deviation by a factor $D$, one needs $(1-\alpha\varepsilon)^n=1/D$, or

$$n=\frac{\ln D}{-\ln(1-\alpha\varepsilon)}\approx\frac{\ln D}{\alpha\varepsilon}=\frac{E_S}{K}\,\frac{\ln D}{\alpha}.$$

Take $N=2$ and $I=1$ eV. The saturated moment is $2\,\mu_B$ and the saturated Stoner energy is $1\times2^2/4=1$ eV. With $\alpha=0.5$, $D=10^4$ and $\ln D=9.210$, the estimate for $K=1$ meV is

$$n\approx\frac{9.210}{0.5\times0.001}\approx18\,400 .$$

For the comparison, $t$ was adjusted to give each $K$, and the nonlinear cycle was run from $\varphi=0.1$ rad.

| $K$ (meV) | $\varepsilon$ | rough $n$ | counted $n$ |
|---|---|---|---|
| 1 | 0.00100 | 18 421 | 18 400 |
| 10 | 0.0101 | 1842 | 1820 |
| 100 | 0.1127 | 184 | 159 |

The rough count is 16% above the actual one at 100 meV, for two reasons. The moment is $1.884\,\mu_B$, so $E_S=0.887$ eV instead of 1 eV; this raises $\varepsilon$ and lowers the estimate to $9.210/(0.5\times0.1127)\approx163$. Using the full logarithm instead of $\alpha\varepsilon$ gives 159.

The parameter $\alpha$ cannot be raised freely. If the eigenvalues are real and positive, stability requires $|1-\alpha\varepsilon_{\max}|<1$, that is $\alpha<2/\varepsilon_{\max}$, where $\varepsilon_{\max}$ may come from the charge. If charge response forces $\alpha=0.05$, all three counts grow about tenfold.

## Starting from a large angle

For $K\ll E_S$ and a cosine energy, $W=-K\cos\varphi$ up to a constant, the torque is $K\sin\varphi$ instead of $K\varphi$. Treating the step number $k$ as continuous,

$$\frac{d\varphi}{dk}=-\alpha\varepsilon\sin\varphi,\qquad
n=\frac{1}{\alpha\varepsilon}\ln\frac{\tan(\varphi_0/2)}{\tan(\varphi_f/2)},$$

because $\int d\varphi/\sin\varphi=\ln\tan(\varphi/2)$. For $K=10$ meV, going from 2.5 rad to 0.01 rad gives a logarithm of 6.40 and $n=6.40/(0.5\times0.0101)\approx1270$; the cycle took 1263. A start at $\pi-\eta$ from the stable alignment adds a term $\ln(2/\eta)$, so a poor initial direction costs only a logarithm, which becomes large only when $\eta$ is extremely small. The factor $E_S/K$ remains the main cost.

## What a small residual leaves undone

The transverse residual on each of two equal atoms is $m|\delta_i|=m\varepsilon\varphi/2$. Suppose the cycle is approaching the stable alignment, the other errors have died out, and it stops when the residual per atom falls below $r$. (A stop near the wrong alignment, described above, is not covered.) The remaining small angle is then, to within one mixing step,

$$\varphi=\frac{2r}{m\varepsilon}.$$

For $r=10^{-5}\,\mu_B$ and $K=1$ meV this is $2\times10^{-5}/(1.999\times0.001001)\approx0.010$ rad, or $0.57^\circ$. At 10 meV it is about $0.001$ rad, and at 100 meV about $10^{-4}$ rad. The residual understates the angular error by the same small ratio that slows the convergence.

The energy gives even less warning. The output moments deviate by $(1-\varepsilon)\varphi$, so the total energy evaluated with them is too high by $K_{\rm tot}(1-\varepsilon)^2\varphi^2/2=K(1-\varepsilon)\varphi^2/2$, which for the 1 meV case is $0.05\ \mu$eV. For $\varepsilon\ll1$, inserting the angle above gives $2r^2E_S^2/(m^2K)$. As long as the remaining angle is small, the energy error at fixed $r$ is therefore larger for weaker coupling, but of second order in $r$. A calculation meant to deliver energies may stop here. One meant to deliver canting angles or torques needs a residual threshold chosen from the desired angle, $r=m\varepsilon\varphi/2$.

## Removing the slow mode

The large counts belong to plain mixing. Once other errors have died out, successive angles $a,b,c$ approach their limit geometrically. If $d_1=b-a$ and $d_2=c-b=q\,d_1$, the steps still to come add up to $d_2(q+q^2+\dots)=d_2q/(1-q)=d_2^2/(d_1-d_2)$, so the limit is

$$\varphi_\infty=c+\frac{(c-b)^2}{(b-a)-(c-b)} .$$

After 40 plain steps at $K=1$ meV the angle had fallen only from 0.1 to 0.098 rad. This extrapolation brings it to $3.2\times10^{-4}$ rad in size. What remains comes from the curvature of the sine: the steps are $d\approx-\alpha\varepsilon\sin\varphi$ and their ratio is $q\approx1-\alpha\varepsilon\cos\varphi$, so for small $\alpha\varepsilon$ the added term $d_2q/(1-q)$ tends to $-\tan\varphi$. The extrapolation is then a Newton step for $\sin\varphi=0$, leaving $\varphi-\tan\varphi\approx-\varphi^3/3$, which is $3.1\times10^{-4}$ rad in size here. A preconditioner that multiplies the relative rotation in the residual by about $E_S/K$ removes the cause instead: it turns the eigenvalue $\varepsilon$ into about one. With several slow angles of different rates, the approach is no longer a single geometric series, and the extrapolation formula does not apply as it stands.

## More atoms, and other functionals

For a ferromagnet of many equal atoms with $W=-\frac12\sum_{i\ne j}J_{ij}\cos(\theta_i-\theta_j)$, the same turning formula gives

$$\delta_i=-\frac{1}{2E_S}\sum_jJ_{ij}(\theta_i-\theta_j).$$

In a periodic ring of $M$ atoms with nearest-neighbour coupling $J$, a deviation $\theta_j\propto\cos(qj)$ has $\varepsilon_q=J(1-\cos q)/E_S$. The longest wave, $q=2\pi/M$, has $\varepsilon\approx2\pi^2J/(M^2E_S)$ for large $M$. The number of plain iterations then grows as $M^2$, on top of the factor $E_S/J$.

The Stoner form is not essential either. The turn $\delta_i=-(\partial W/\partial\theta_i)/(h_im_i)$ used only that each atom's field is parallel to its input moment. For any such functional with one field per atom, $2E_i$ is replaced by $h_im_i$, half the exchange splitting $2h_i$ times the moment. With spin–orbit coupling the argument has to be changed: $W$ can then depend on the overall direction too, and rotations can mix with charge and moment size unless symmetry keeps them apart.

The full set of values is in the numerical output.

## Computed results

```
Identity tests: K (meV), eigenvalue from Jacobian, from formula
  unequal atoms, antiparallel: 49.60, 0.04315, 0.04315
  three electrons, parallel: 46.78, 0.08317, 0.08317
  four electrons, parallel: -70.28, -0.07028, -0.07028
Stoner parameter I = 1.0 eV
saturated moment = 2 Bohr magnetons
saturated Stoner energy = 1.00 eV
mixing parameter alpha = 0.5
initial deviation = 0.1 rad, reduction = 10000
ln(reduction) = 9.210
residual threshold per atom = 1e-05 Bohr magnetons
Coupling K = 1.0 meV
  hopping = 0.03164 eV, moment = 1.9990 Bohr magnetons
  Stoner energy = 0.9990 eV
  eigenvalue: rough 0.0010, Jacobian 0.001001, K/E_S 0.001001
  total-energy curvature = 1.001 meV
  iterations: rough 18421, damping law 18398, counted 18400
  angle left at threshold: law 9.995e-03 rad, cycle 9.990e-03 rad
  energy cost of that angle = 5.00e-02 micro-eV
  extrapolation after 40 steps: 9.802e-02 rad -> 3.2e-04 rad
Coupling K = 10.0 meV
  hopping = 0.10051 eV, moment = 1.9899 Bohr magnetons
  Stoner energy = 0.9899 eV
  eigenvalue: rough 0.0100, Jacobian 0.010102, K/E_S 0.010102
  total-energy curvature = 10.102 meV
  iterations: rough 1842, damping law 1819, counted 1820
  angle left at threshold: law 9.949e-04 rad, cycle 9.929e-04 rad
  energy cost of that angle = 4.98e-03 micro-eV
  extrapolation after 40 steps: 8.169e-02 rad -> 1.8e-04 rad
  wide start 2.5 rad to 0.01 rad: law 1267, counted 1263 iterations
Coupling K = 100.0 meV
  hopping = 0.33571 eV, moment = 1.8839 Bohr magnetons
  Stoner energy = 0.8873 eV
  eigenvalue: rough 0.1000, Jacobian 0.112702, K/E_S 0.112702
  total-energy curvature = 112.701 meV
  iterations: rough 184, damping law 159, counted 159
  angle left at threshold: law 9.420e-05 rad, cycle 8.962e-05 rad
  energy cost of that angle = 4.53e-04 micro-eV
  extrapolation after 40 steps: 9.834e-03 rad -> 3.5e-07 rad
```
